# Why an Electron's Helicity Is Not Its Chirality

Take a free electron at rest, with its spin pointing up. Its Hamiltonian is $H=\gamma^0m$, in units where $\hbar=c=1$, and positive energy $E=m$ requires $\gamma^0u=u$. Chirality is the eigenvalue of $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$: $-1$ is called left and $+1$ right. Since $\gamma^5$ anticommutes with $\gamma^0$, and $\gamma^0$ is Hermitian with square one,

$$u^\dagger\gamma^5u=u^\dagger\gamma^0\gamma^5\gamma^0u=-u^\dagger\gamma^5u=0 .$$

The first equality uses $\gamma^0u=u$ on both sides. The electron is half left-chiral and half right-chiral, whichever way its spin points.

Now let the electron move slowly upward, along its spin. Its helicity, the sign of the spin component along the momentum, is $+1$. Its chirality has hardly changed: at a kinetic energy of 0.001 MeV the left-chiral share is still 0.469. One property is completely definite while the other is almost evenly divided. They cannot be the same property.

## The belief and its appeal

The belief is that a positive-helicity electron is a right-chiral electron, and a negative-helicity electron a left-chiral one. For a massless particle this is correct, and it is worth seeing why.

Let the momentum be $\mathbf p=p\,\mathbf n$, with $p>0$ and $\mathbf n$ a unit vector. The free Hamiltonian is

$$H=\boldsymbol\alpha\cdot\mathbf p+\gamma^0m,\qquad \boldsymbol\alpha=\gamma^0\boldsymbol\gamma .$$

I use the chiral representation, in which a spinor has an upper two-component part $L$ and a lower part $R$:

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\boldsymbol\alpha=\begin{pmatrix}-\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix},\quad
\gamma^5=\begin{pmatrix}-1&0\\0&1\end{pmatrix}.$$

The spin matrices are $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$, and helicity $h=\pm1$ is the eigenvalue of $\boldsymbol\Sigma\cdot\mathbf n$. Comparing the matrices gives $\boldsymbol\alpha=\gamma^5\boldsymbol\Sigma$, so

$$H=p\,\gamma^5\,\boldsymbol\Sigma\cdot\mathbf n+\gamma^0m .$$

If $m=0$, then $E=p$, and a positive-energy state of helicity $h$ obeys $p\,h\,\gamma^5u=p\,u$. Because $h^2=1$, this says $\gamma^5u=hu$. Helicity and chirality then coincide.

The mass term breaks this agreement. Both $\gamma^5$ and $\gamma^0$ commute with $\boldsymbol\Sigma$, so helicity commutes with $H$. Chirality does not:

$$[H,\gamma^5]=m(\gamma^0\gamma^5-\gamma^5\gamma^0)=2m\gamma^0\gamma^5 .$$

Suppose a state had both definite energy and definite chirality. The commutator acting on it would give zero. But $2m\gamma^0\gamma^5$ is invertible when $m\neq0$, so it cannot turn a nonzero spinor into zero. A free massive electron of definite energy can have definite helicity, but it cannot have definite chirality.

## How much of the spinor is left-chiral?

In terms of $L$ and $R$, the equation $Hu=Eu$ reads

$$EL=-\boldsymbol\sigma\cdot\mathbf p\,L+mR,\qquad
ER=\boldsymbol\sigma\cdot\mathbf p\,R+mL .$$

For helicity $h$, both parts are proportional to the two-component spinor $\xi_h$ with $\boldsymbol\sigma\cdot\mathbf n\,\xi_h=h\xi_h$. We may therefore replace $\boldsymbol\sigma\cdot\mathbf p$ by $hp$. The first equation becomes

$$(E+hp)L=mR .$$

The second becomes $(E-hp)R=mL$. They agree because $(E+hp)(E-hp)=E^2-p^2=m^2$. Taking squared lengths in the first and using this identity,

$$\frac{|L|^2}{|R|^2}=\frac{m^2}{(E+hp)^2}=\frac{E-hp}{E+hp}.$$

The left-chiral weight is the left part's share of the density $u^\dagger u$. With $P_L=(1-\gamma^5)/2$ and speed $\beta=p/E$,

$$w_L=\frac{u^\dagger P_Lu}{u^\dagger u}=\frac{|L|^2}{|L|^2+|R|^2}
=\frac{E-hp}{2E}=\frac{1-h\beta}{2}.$$

The sum of numerator and denominator in the previous ratio is $2E$, which explains the factor of two. The right-chiral weight is $w_R=(1+h\beta)/2$. For positive helicity the left weight is $(1-\beta)/2$: it vanishes only in the limit $\beta\to1$.

This result holds for positive-energy plane waves. For a solution of $Hu=-Eu$, replacing $E$ by $-E$ in the first equation gives $(-E+hp)L=mR$, and the same algebra gives $w_L=(1+h\beta)/2$, where $h$ is still the eigenvalue of $\boldsymbol\Sigma\cdot\mathbf n$. The formula for electrons must not be carried over to those spinors without this change of sign.

## The two ends of the energy scale

At high energy, put $x=m^2/E^2$. Then $\beta=\sqrt{1-x}=1-x/2-x^2/8-\cdots$, and for positive helicity

$$w_L=\frac{1-\beta}{2}=\frac{m^2}{4E^2}+\frac{m^4}{16E^4}+\cdots .$$

The table compares the weight with the first term alone. The electron rest energy is 0.510999 MeV, and $E$ is the kinetic energy plus this amount.

| Kinetic energy (MeV) | $w_L$ | $m^2/4E^2$ |
|---:|---:|---:|
| 0.001 | 0.469 | 0.249 |
| 0.1 | 0.226 | 0.175 |
| 1 | 0.02946 | 0.02859 |
| 10 | $5.912\times10^{-4}$ | $5.909\times10^{-4}$ |
| 1000 | $6.521\times10^{-8}$ | $6.521\times10^{-8}$ |

At 1000 MeV the belief is an excellent approximation for the weights, which is part of its appeal. At low energy it fails badly, and so does the leading high-energy estimate: as $E\to m$ that estimate tends to $1/4$, whereas the weight tends to $1/2$.

At rest there is no direction $\mathbf n$, so helicity is undefined. The weight is still defined, and the opening calculation shows that it is one half for every positive-energy rest spinor. It is therefore correct to say that the left weight of a positive-helicity electron approaches one half as it slows down, but not that an electron at rest has positive helicity.

For an electron with kinetic energy 1 MeV, the arithmetic is

$$E=1+0.510999=1.510999\ \text{MeV},$$

$$p=\sqrt{E^2-m^2}=1.421970\ \text{MeV},\qquad
\beta=\frac{1.421970}{1.510999}=0.941079,$$

$$w_L=\frac{1-0.941079}{2}=0.02946 .$$

About 3 percent of the density of this positive-helicity electron is left-chiral.

This does not mean that the beam is a mixture in which 3 percent of the electrons are left-chiral and the others right-chiral. The two parts belong to one spinor, with a fixed relative phase. Nor is either part a free electron of this momentum. Write $\not p=E\gamma^0-p\,\boldsymbol\gamma\cdot\mathbf n$. Multiplying $Hu=Eu$ by $\gamma^0$ gives the Dirac equation $\not p\,u=mu$. Moving $\gamma^5$ past $\not p$ changes its sign, so with $P_R=(1+\gamma^5)/2$,

$$(\not p-m)P_Lu=P_R\not p\,u-mP_Lu=m(P_R-P_L)u=m\gamma^5u\neq0 .$$

The left part fails to solve the free equation by an amount proportional to the mass.

## What the spin sum says

Calculations at tree level can use products $u\bar u$, with $\bar u=u^\dagger\gamma^0$, instead of explicit spinors. The same distinction appears there, provided helicity is inserted through a spin vector and chirality through $\gamma^5$.

Normalize to $u^\dagger u=2E$, so that $|L|^2=E-hp$. Since $R=(E+hp)L/m$,

$$\bar u_hu_h=L^\dagger R+R^\dagger L=\frac{2(E+hp)(E-hp)}{m}=2m .$$

Spinors of opposite helicity give zero because $\xi_+$ and $\xi_-$ are orthogonal. The sum over helicities is

$$\sum_hu_h\bar u_h=\not p+m .$$

To verify it, act with both sides on a basis. On $u_h$, each side gives $2mu_h$. The other two basis vectors can be chosen to satisfy $\not p\,v=-mv$, because $\not p^{\,2}=m^2$ and $\not p$ has zero trace. The right side then gives zero. So does the left: $\bar u\not p=m\bar u$ implies $m\bar uv=-m\bar uv$, hence $\bar uv=0$.

To select one helicity, define the spin four-vector

$$s^\mu=h\left(\frac pm,\frac Em\mathbf n\right),\qquad
\not s=\frac hm\left(p\gamma^0-E\,\boldsymbol\gamma\cdot\mathbf n\right).$$

Let $\not s$ act on a spinor $u_{h'}$. The Dirac equation gives $\boldsymbol\gamma\cdot\mathbf n\,u_{h'}=(E\gamma^0-m)u_{h'}/p$, so

$$\not s\,u_{h'}=\frac{h}{mp}\left[(p^2-E^2)\gamma^0+Em\right]u_{h'}
=\frac hp(E-m\gamma^0)u_{h'} .$$

From $Hu_{h'}=Eu_{h'}$ we also have $(E-m\gamma^0)u_{h'}=h'p\gamma^5u_{h'}$. Thus $\gamma^5\not s\,u_{h'}=hh'u_{h'}$, and $(1+\gamma^5\not s)/2$ keeps $h'=h$ and removes $h'=-h$. Applying it to the helicity sum gives

$$u_h\bar u_h=\tfrac12(\not p+m)(1+\gamma^5\not s).$$

The order of the factors does not matter: $\not p$ anticommutes with $\gamma^5$, and also with $\not s$ because $p_\mu s^\mu=0$, so it commutes with their product.

Now $u_h^\dagger P_Lu_h=\mathrm{Tr}[\gamma^0P_Lu_h\bar u_h]$. Traces of an odd number of $\gamma^\mu$ vanish, since $\gamma^5$ anticommutes with each of them. Traces of $\gamma^5$ with two $\gamma^\mu$ also vanish: a third gamma matrix, different from both, commutes with the pair but anticommutes with $\gamma^5$, which makes the trace equal to its own negative. What remains is

$$u_h^\dagger P_Lu_h=\tfrac14\mathrm{Tr}[\gamma^0\not p]-\tfrac m4\mathrm{Tr}[\gamma^0\not s]
=E-ms^0=E-hp .$$

The minus sign comes from the $-\gamma^5$ in $P_L$, and each trace supplies a factor four. Division by $2E$ recovers $w_L$. In the 1 MeV example, the two helicities contribute 0.089029 MeV and 2.932969 MeV. Their sum is $2E$, out of a total density $4E$, so an unpolarized electron has average left weight one half at any energy. Averaging over helicity removes the very information that the belief misidentifies.

## Overtaking the electron

The two properties also behave differently when the observer changes. Let an observer move along $\mathbf n$ with speed $V=\tanh\zeta$. The spinor is transformed by

$$S=\exp\left(-\tfrac12\zeta\,\boldsymbol\alpha\cdot\mathbf n\right).$$

This matrix commutes with $\gamma^5$, because $\boldsymbol\alpha$ does. A purely left-chiral spinor therefore remains purely left-chiral. A free electron is not purely chiral, however, and its weights can change. For $h=+1$, $\boldsymbol\alpha\cdot\mathbf n$ equals $-1$ on $L$ and $+1$ on $R$, so

$$L'=e^{\zeta/2}L,\qquad R'=e^{-\zeta/2}R .$$

The ratio of their coefficients changes from $R/L=(E+p)/m$ to $e^{-\zeta}(E+p)/m$. This is what the Dirac equation demands: the Lorentz transformation gives $E'+p'=e^{-\zeta}(E+p)$, where $p'$ is the new momentum component along $\mathbf n$.

If $V>\beta$, then $p'$ is negative. The spin component along the original direction $\mathbf n$ is still positive, but the momentum now points the other way, so the helicity has become $-1$. For the 1 MeV electron and $V=0.99$, the new velocity along $\mathbf n$ is

$$\frac{\beta-V}{1-\beta V}
=\frac{0.941079-0.99}{1-0.941079\times0.99}=-0.7159 .$$

With helicity $-1$ and speed 0.7159, the left weight is $(1+0.7159)/2=0.858$. It was 0.029 for the first observer. The helicity jumps in sign as the observer passes through the electron's rest frame, while the left weight passes smoothly through one half.

## A scattering test

The belief leads to a wrong prediction in quantum electrodynamics. The argument runs as follows: the electromagnetic vertex preserves chirality; helicity is chirality; so electromagnetic scattering preserves helicity. The first statement is correct. The vertex enters as $\bar u'\gamma^\mu u=u'^\dagger\gamma^0\gamma^\mu u$, and $\gamma^5$ commutes with a product of two gamma matrices. Hence

$$P_R\gamma^0\gamma^\mu P_L=\gamma^0\gamma^\mu P_RP_L=0 .$$

The vertex joins left to left and right to right. The conclusion about helicity nevertheless fails.

Consider scattering through an angle $\theta$ by a fixed Coulomb potential, at lowest order in the potential. For a nucleus of charge $Z$ this order is adequate only when $Z/137$ is small compared with $\beta$, so the numbers below describe light nuclei. The energy is unchanged, and the amplitude is proportional to $\bar u'\gamma^0u=u'^\dagger u$. The remaining factor depends on the momentum transfer and is the same for both final helicities. With unit-norm spinors and positive phases for the coefficients,

$$L=\sqrt{\frac{E-hp}{2E}}\,\xi_h,\qquad R=\sqrt{\frac{E+hp}{2E}}\,\xi_h .$$

Let the incoming helicity be $+1$, and let $\mathbf n'$ be the outgoing direction. The probability that a spin along $\mathbf n$ is found along $\pm\mathbf n'$ is

$$\xi_+^\dagger\,\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf n')\,\xi_+=\tfrac12(1\pm\cos\theta),$$

which is $\cos^2(\theta/2)$ or $\sin^2(\theta/2)$. If the helicity is unchanged, the left and right parts contribute

$$\left(\frac{E-p}{2E}+\frac{E+p}{2E}\right)\cos\frac\theta2=\cos\frac\theta2$$

to the size of the overlap. If the helicity flips, the outgoing coefficients are interchanged, and each chiral part contributes

$$\frac{\sqrt{(E-p)(E+p)}}{2E}\sin\frac\theta2=\frac{m}{2E}\sin\frac\theta2 .$$

The two contributions multiply the same spin overlap and have the same sign, so they add to $(m/E)\sin(\theta/2)$. At this order, with a single vertex, no left part has become a right part. (At higher order the mass term in the propagator between two vertices does join left to right.) The flip is possible because, with mass, both helicities contain both chiralities.

At 1 MeV and $\theta=90^\circ$, the overlap without flip is 0.7071. The left and right parts each contribute 0.1196 to the flip, for a total of 0.2391. The fraction of electrons scattered at this angle that have reversed helicity is

$$\frac{0.2391^2}{0.7071^2+0.2391^2}=0.103 .$$

This is the lowest-order value. The exact Dirac solution for a point nucleus gives 0.102 for $Z=1$, 0.092 for $Z=13$ and 0.046 for $Z=79$. The belief predicts zero. The flip fraction is not the left weight of 0.029 either. Each chiral part supplies the amplitude $\sqrt{w_Lw_R}\sin(\theta/2)$, with $\sqrt{w_Lw_R}=m/(2E)$, and the two add before squaring, so the squared flip overlap is $4w_Lw_R\sin^2(\theta/2)$. For small $m/E$ and $\theta$ not close to $180^\circ$, the fraction is then about $(m^2/E^2)\tan^2(\theta/2)\approx4w_L\tan^2(\theta/2)$: of second order in $m/E$, like $w_L$, but dependent on the angle. At 1 MeV it exceeds $w_L$ at $90^\circ$ and falls below it at $30^\circ$, where it is 0.008.

Adding the two squared overlaps and using $m^2/E^2=1-\beta^2$ gives

$$\cos^2\frac\theta2+\frac{m^2}{E^2}\sin^2\frac\theta2=1-\beta^2\sin^2\frac\theta2,$$

the Mott factor. At $180^\circ$ the overlap without flip vanishes, so in this model every electron scattered straight back has reversed its helicity. The Mott factor there is $m^2/E^2=0.114$ at 1 MeV. As the mass goes to zero at fixed energy, this factor vanishes too: helicity conservation returns by suppressing backward scattering. At any fixed angle below $180^\circ$, the flip fraction tends to zero in the same limit.

The numerical check obtains the spinors by diagonalizing the Hamiltonian in a different representation, and tests the weights, the boost and the scattering overlaps against these formulas. The safe rule for an electron is to use $\boldsymbol\Sigma\cdot\mathbf n$ when the question concerns spin along the motion, and $\gamma^5$ when it concerns the left and right parts of an interaction. Replacing one by the other neglects overlaps of order $m/E$ between unit-norm spinors. That is a small relative error only where the helicity-preserving amplitude is not itself small. Near backward scattering the neglected term is most of the amplitude, and at $180^\circ$ it is all of it.

## Calculated quantities

```
electron rest energy m = 0.510999 MeV
Positive helicity: kinetic energy, beta, left weight, m^2/(4E^2)
  T = 0.001 MeV: 0.06246954  4.68765e-01  2.49024e-01
  T = 0.1 MeV: 0.54822086  2.25890e-01  1.74863e-01
  T = 1 MeV: 0.94107923  2.94604e-02  2.85925e-02
  T = 10 MeV: 0.99881756  5.91220e-04  5.90870e-04
  T = 1000 MeV: 0.99999987  6.52133e-08  6.52133e-08
left weight of a rest spinor = 0.500000
Example: T = 1.0 MeV, E = 1.510999 MeV, p = 1.421970 MeV
  beta = 0.941079
  left weight = 0.029460
  right weight = 0.970540
  leading estimate m^2/(4E^2) = 0.028592
  helicity +1: u^dag P_L u = 0.089029 MeV
  helicity -1: u^dag P_L u = 2.932969 MeV
  left weight averaged over helicities = 0.500000
Overtaking frame, speed 0.99 c:
  momentum along n = -0.524000 MeV, energy = 0.731912 MeV
  electron speed = 0.715932 c, helicity = -1
  left weight = 0.857966
Coulomb scattering at T = 1 MeV: angle, flip fraction, Mott factor
   30 deg: 0.008145  0.940674
   90 deg: 0.102632  0.557185
  150 deg: 0.614341  0.173696
  180 deg: 1.000000  0.114370
Overlap sizes at 90 deg, unit-norm spinors:
  no flip = 0.707107, flip = 0.239134
  flip from L = 0.119567, from R = 0.119567
```
